# Bogomolny equations and the type I/type II boundary in Ginzburg-Landau theory: a program that tests the result

```python
"""Bogomolny point of Ginzburg-Landau theory, kappa = 1/sqrt(2).

Result under test: the energy per length
    F = integral of |D psi|^2 + b^2 + (1 - rho)^2/2,  D = -i grad/kappa - A,
equals two squares + sqrt(2)*flux + (1/kappa - sqrt(2))*integral(b*rho).
Hence at kappa = 1/sqrt(2) the wall energy is zero and N vortices cost 4 pi N
wherever they sit; the wall energy changes sign there.
Symbols: psi order parameter / bulk value, rho = |psi|^2, f = |psi|,
A vector potential, b = curl A in units sqrt(2)*Hc, lengths in lambda,
energy density in Bc^2/mu0, kappa = lambda/xi, overlap = integral(b*rho).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, simpson, solve_bvp
from scipy.optimize import brentq

ROOT2 = np.sqrt(2.0)
KC = 1 / ROOT2


def check_local_identity():
    """Expand the energy density for arbitrary fields and any kappa."""
    x, y = sp.symbols("x y", real=True)
    k = sp.symbols("kappa", positive=True)
    p, q, ax, ay = [sp.Function(n)(x, y) for n in ("p", "q", "ax", "ay")]
    # real and imaginary parts of D psi for psi = p + i q
    dxr, dxi = q.diff(x) / k - ax * p, -p.diff(x) / k - ax * q
    dyr, dyi = q.diff(y) / k - ay * p, -p.diff(y) / k - ay * q
    b = ay.diff(x) - ax.diff(y)
    rho = p**2 + q**2
    jx, jy = p * dxr + q * dxi, p * dyr + q * dyi
    density = dxr**2 + dxi**2 + dyr**2 + dyi**2 + b**2 + (1 - rho)**2 / 2
    squares = ((dxr - dyi)**2 + (dxi + dyr)**2
               + (b - (1 - rho) / sp.sqrt(2))**2)
    rest = (sp.sqrt(2) * b + (1 / k - sp.sqrt(2)) * b * rho
            + (jy.diff(x) - jx.diff(y)) / k)
    assert sp.expand((density - squares - rest).doit()) == 0


def solve_wall(kappa):
    """Second-order equations of a flat wall; fixed flux fixes its place."""
    left, right = -20.0, 12.0

    def rhs(x, y):
        f, g, a, b = y
        return np.vstack([g, kappa**2 * (a**2 * f - f + f**3), b, f**2 * a])

    def ends(yl, yr):
        return np.array([yl[0] - 1, yl[2], yr[0], yr[2] - right / ROOT2])

    x = np.linspace(left, right, 500)
    f = 1 / np.sqrt(1 + np.exp(2 * x))
    a = np.log1p(np.exp(1.5 * x)) / (1.5 * ROOT2)
    guess = np.vstack([f, np.gradient(f, x), a, np.gradient(a, x)])
    sol = solve_bvp(rhs, ends, x, guess, tol=1e-7, max_nodes=30000)
    assert sol.success, sol.message
    x = np.linspace(left, right, 12001)
    f, g, a, b = sol.sol(x)
    gibbs = (g**2 / kappa**2 + a**2 * f**2 + b**2
             + (1 - f**2)**2 / 2 - ROOT2 * b)
    miss = max(np.max(abs(g + kappa * a * f)),
               np.max(abs(b - (1 - f**2) / ROOT2)))
    return simpson(gibbs, x=x), simpson(b * f**2, x=x), miss, sol.sol


def trial_overlap(kappa):
    """integral(b*rho) of the first-order wall, by quadrature over 1-rho."""
    def integrand(t):
        return t / np.sqrt(2 * ROOT2 * kappa * (-t - np.log1p(-t)))
    return quad(integrand, 0, 1)[0] / ROOT2


def solve_vortex(kappa, n):
    """Second-order radial equations; a = kappa*r*A_theta, c = kappa*b."""
    r0, rmax = 1e-3, 20.0

    def rhs(r, y):
        f, g, a, c = y
        return np.vstack([g, -g / r + (n - a)**2 * f / r**2
                          + kappa**2 * (f**3 - f),
                          r * c, -f**2 * (n - a) / r])

    def ends(yl, yr):
        return np.array([yl[1] - n * yl[0] / r0, yl[2] - yl[3] * r0**2 / 2,
                         yr[0] - 1, yr[2] - n])

    r = r0 + (rmax - r0) * np.linspace(0, 1, 400)**2
    f = np.tanh(0.7 * r)**n
    gauss = np.exp(-r**2 / 4)
    guess = np.vstack([f, np.gradient(f, r), n * (1 - gauss), n * gauss / 2])
    sol = solve_bvp(rhs, ends, r, guess, tol=1e-6, max_nodes=30000)
    assert sol.success, sol.message
    r = r0 + (rmax - r0) * np.linspace(0, 1, 12001)**2
    f, g, a, c = sol.sol(r)
    density = ((g**2 + f**2 * (n - a)**2 / r**2 + c**2) / kappa**2
               + (1 - f**2)**2 / 2)
    energy = 2 * np.pi * simpson(density * r, x=r) + np.pi * r0**2 * density[0]
    overlap = 2 * np.pi * simpson(c / kappa * f**2 * r, x=r)
    return energy, overlap


def vortices_at(zeros):
    """Build critical vortices with chosen zeros, then evaluate F itself."""
    box, n = 24.0, 160
    h = box / n
    x = (np.arange(n) + 0.5) * h - box / 2
    X, Y = np.meshgrid(x, x, indexing="ij")
    k = 2 * np.pi * np.fft.fftfreq(n, h)
    k2 = k[:, None]**2 + k[None, :]**2
    log_core, source, smooth, lower = [np.zeros((n, n)) for _ in range(4)]
    poly = np.ones((n, n), complex)
    for px, py in zeros:
        r2 = (X - px)**2 + (Y - py)**2
        s = r2 / 2
        core = np.log(-np.expm1(-s))
        log_core += core
        smooth += core - np.log(r2)
        e = np.expm1(s)
        source += 2 * (1 / e - s * np.exp(s) / e**2)
        lower -= np.log1p(4 * len(zeros) / r2)
        poly *= (X - px) + 1j * (Y - py)
    v = np.zeros((n, n))
    for _ in range(400):
        right = np.exp(log_core + v) - 1 - source - v
        new = np.real(np.fft.ifft2(-np.fft.fft2(right) / (k2 + 1)))
        change = np.max(abs(new - v))
        v = new
        if change < 1e-10:
            break
    assert change < 1e-10
    u = log_core + v
    assert np.max(u) < 1e-7 and np.min(u - lower) > -1e-7

    def diff(z, axis):
        def step(m):
            return np.roll(z, -m, axis) - np.roll(z, m, axis)
        return (45 * step(1) - 9 * step(2) + step(3)) / (60 * h)

    w = smooth + v
    psi = poly * np.exp(w / 2)
    ax, ay = diff(w, 1) / (2 * KC), -diff(w, 0) / (2 * KC)
    b = diff(ay, 0) - diff(ax, 1)
    dx = -1j * diff(psi, 0) / KC - ax * psi
    dy = -1j * diff(psi, 1) / KC - ay * psi
    rho = abs(psi)**2
    density = abs(dx)**2 + abs(dy)**2 + b**2 + (1 - rho)**2 / 2
    inner = slice(8, -8)  # differences wrap round at the rim of the box
    assert np.max(abs(b - (1 - rho) / ROOT2)[inner, inner]) < 1e-3
    energy = np.sum(density[inner, inner]) * h**2
    return energy, np.sum(rho * (1 - rho)) / ROOT2 * h**2


check_local_identity()
print("kappa_c = 1/sqrt(2) =", f"{KC:.6f}")
print("Reduced units: length lambda, energy density Bc^2/mu0")

# Flat wall at the thermodynamic critical field
walls = {}
for kappa in (0.5, KC, 1.0):
    sigma, overlap, miss, profile = solve_wall(kappa)
    walls[kappa] = sigma
    factor = 1 / kappa - ROOT2
    low, high = factor * overlap, factor * trial_overlap(kappa)
    assert low - 1e-5 <= sigma <= high + 1e-5
    print(f"kappa {kappa:.4f}: wall energy {sigma + 0.0:.5f}, "
          f"lower bound {low:.5f}, trial {high:.5f}")
    if kappa == KC:
        assert abs(sigma) < 1e-5 and miss < 1e-4
        print(f"  largest first-order residual {miss:.1e}")
        places = [brentq(lambda x, q=q: profile(x)[0]**2 - q, -15, 8)
                  for q in (0.9, 0.1)]
        width = places[1] - places[0]
        width_quad = quad(lambda q: 1 / (q * np.sqrt(
            2 * (q - 1 - np.log(q)))), 0.1, 0.9)[0]
        assert abs(width - width_quad) < 1e-3
        print(f"  width rho 0.9 to 0.1: {width:.4f} lambda, "
              f"quadrature {width_quad:.4f}")
assert walls[0.5] > 0.01 and walls[1.0] < -0.01
STEP = 0.01
slope = (solve_wall(KC + STEP)[0] - solve_wall(KC - STEP)[0]) / (2 * STEP)
slope_formula = -2 * trial_overlap(KC)
assert abs(slope / slope_formula - 1) < 0.01
print(f"wall slope d(sigma)/d(kappa): solved {slope:.4f}, "
      f"formula {slope_formula:.4f}")

# Single and double vortices from the second-order equations
binding = {}
for kappa in (0.5, KC, 1.0):
    e1, o1 = solve_vortex(kappa, 1)
    e2, o2 = solve_vortex(kappa, 2)
    binding[kappa] = e2 - 2 * e1
    hc1_ratio = e1 * kappa / (4 * np.pi) * ROOT2
    print(f"kappa {kappa:.4f}: F1 {e1:.4f}, F2 {e2:.4f}, "
          f"F2-2F1 {binding[kappa] + 0.0:.4f}")
    print(f"  Hc1/Hc {hc1_ratio:.4f}, Hc2/Hc {ROOT2 * kappa:.4f}")
    if kappa == KC:
        assert abs(e1 - 4 * np.pi) < 1e-3 and abs(e2 - 8 * np.pi) < 1e-3
        e1_critical, o1_critical, o2_critical = e1, o1, o2
    else:
        assert (hc1_ratio - 1) * (KC - kappa) > 0
assert binding[0.5] < -0.01 and binding[1.0] > 0.01
pair = [solve_vortex(q, 2)[0] - 2 * solve_vortex(q, 1)[0]
        for q in (KC - STEP, KC + STEP)]
pair_slope = (pair[1] - pair[0]) / (2 * STEP)
pair_formula = -2 * (o2_critical - 2 * o1_critical)
assert abs(pair_slope / pair_formula - 1) < 0.02
print(f"d(F2-2F1)/d(kappa) at kappa_c: solved {pair_slope:.4f}, "
      f"formula {pair_formula:.4f}")

# Separated vortices at kappa_c
single_energy, single_overlap = vortices_at([(0.0, 0.0)])
assert abs(single_energy - 4 * np.pi) < 2e-3
assert abs(single_overlap - o1_critical) < 2e-3
print(f"4 pi = {4 * np.pi:.4f}, 8 pi = {8 * np.pi:.4f}, "
      f"12 pi = {12 * np.pi:.4f}")
print(f"one vortex: F {single_energy:.4f}, overlap {single_overlap:.4f}")
slopes = []
for d in (0.0, 2.0, 4.0, 6.0):
    energy, overlap = vortices_at([(-d / 2, 0.0), (d / 2, 0.0)])
    assert abs(energy - 8 * np.pi) < 4e-3
    slopes.append(-2 * (overlap - 2 * single_overlap))
    print(f"pair d = {d:.0f} lambda: F {energy:.4f}, "
          f"dV/dkappa {slopes[-1]:.4f}")
assert abs(slopes[0] - pair_formula) < 5e-3
assert np.all(np.diff(slopes) < 0) and slopes[-1] > 0
triple = vortices_at([(0.0, 0.0), (2.0, 1.5), (-1.0, 2.4)])[0]
assert abs(triple - 12 * np.pi) < 6e-3
print("triple zeros (0,0), (2,1.5), (-1,2.4) lambda:", f"F {triple:.4f}")

# Conversion for a model superconductor at kappa_c, atomic units
lam = 1000.0
mu0 = 4 * np.pi * constants.fine_structure**2
flux_quantum = np.pi  # h/(2e) with hbar = e = 1
bc = KC * flux_quantum / (2 * ROOT2 * np.pi * lam**2)
line = e1_critical * bc**2 / mu0 * lam**2
pc = constants.physical_constants
tesla = pc["atomic unit of mag. flux density"][0]
hartree, bohr = pc["Hartree energy"][0], pc["Bohr radius"][0]
print(f"model lambda {lam:.0f} bohr, xi {lam / KC:.1f} bohr")
print(f"flux quantum {flux_quantum:.6f} a.u., mu0 {mu0:.5e} a.u.")
print(f"critical field Bc {bc:.4e} a.u. = {bc * tesla:.5f} T")
print(f"vortex line energy {line:.4e} hartree/bohr "
      f"= {line * hartree / bohr:.4e} J/m")
print("verified")
```

It prints:

```
kappa_c = 1/sqrt(2) = 0.707107
Reduced units: length lambda, energy density Bc^2/mu0
kappa 0.5000: wall energy 0.33809, lower bound 0.29664, trial 0.38190
kappa 0.7071: wall energy -0.00000, lower bound 0.00000, trial 0.00000
  largest first-order residual 3.2e-09
  width rho 0.9 to 0.1: 3.4474 lambda, quadrature 3.4474
kappa 1.0000: wall energy -0.21585, lower bound -0.24162, trial -0.19095
wall slope d(sigma)/d(kappa): solved -1.0967, formula -1.0964
kappa 0.5000: F1 21.8130, F2 41.7742, F2-2F1 -1.8518
  Hc1/Hc 1.2274, Hc2/Hc 0.7071
kappa 0.7071: F1 12.5664, F2 25.1327, F2-2F1 0.0000
  Hc1/Hc 1.0000, Hc2/Hc 1.0000
kappa 1.0000: F1 7.2681, F2 15.2000, F2-2F1 0.6637
  Hc1/Hc 0.8180, Hc2/Hc 1.4142
d(F2-2F1)/d(kappa) at kappa_c: solved 4.5233, formula 4.5206
4 pi = 12.5664, 8 pi = 25.1327, 12 pi = 37.6991
one vortex: F 12.5664, overlap 5.1950
pair d = 0 lambda: F 25.1327, dV/dkappa 4.5206
pair d = 2 lambda: F 25.1327, dV/dkappa 4.1921
pair d = 4 lambda: F 25.1327, dV/dkappa 1.9750
pair d = 6 lambda: F 25.1327, dV/dkappa 0.4676
triple zeros (0,0), (2,1.5), (-1,2.4) lambda: F 37.6991
model lambda 1000 bohr, xi 1414.2 bohr
flux quantum 3.141593 a.u., mu0 6.69176e-04 a.u.
critical field Bc 2.5000e-07 a.u. = 0.05876 T
vortex line energy 1.1737e-03 hartree/bohr = 9.6696e-11 J/m
verified
```
